\section*{Dangling states of a sulfur vacancy in MoS2: singlet and doublet, part 2}

A 1H MoS$_2$ monolayer lacks one atom of its upper sulfur plane, at $\mathbf v=(0,0,h)$. The question is whether and how symmetry makes two of the three levels of the surrounding dangling orbitals coincide. The neighbouring Mo atoms lie at $\mathbf M_i=d\,(\cos\theta_i,\sin\theta_i,0)$, with $\theta_i=0^\circ,120^\circ,240^\circ$ and mutual distance $a=\sqrt3\,d$. The one-electron Hamiltonian $H$ has no spin-orbit coupling, and relaxation is assumed to keep the threefold axis and the vertical mirrors. Singlet and doublet refer to orbital degeneracy.

Each atom carries one real normalized orbital, even under the mirror through that atom. The example uses
\begin{equation}
\varphi_i(\mathbf r)=N\,\tfrac12\left[3(\mathbf u_i\cdot\boldsymbol\rho_i)^2-\rho_i^2\right]f(\rho_i),
\label{eq:orbital}
\end{equation}
where $\boldsymbol\rho_i=\mathbf r-\mathbf M_i$, $\mathbf u_i$ is the unit vector from atom $i$ to the vacancy, $f$ is a real radial function and $N$ normalizes.

The group C$_{3v}$ consists of the identity $I$, the rotation $C$ by $120^\circ$ about $z$ (atoms $1\to2\to3\to1$), $C^2$, and the reflections $\sigma_i$ in the plane through the axis and atom $i$; $\sigma_1$ is $y\to-y$. An operation $g$ carries atom $i$ to atom $g(i)$, and
\begin{equation}
g\varphi_i=\varphi_{g(i)} .
\label{eq:perm}
\end{equation}
The character $\chi(g)$ is the trace of $g$ in a set of orbitals. The number of times that type $\Gamma$ occurs in the set is
\begin{equation}
n_\Gamma=\frac16\sum_g\chi_\Gamma(g)\,\chi(g).
\label{eq:count}
\end{equation}
For $I$, each rotation and each reflection, $\chi_\Gamma$ is $(1,1,1)$ for A$_1$, $(1,1,-1)$ for A$_2$ and $(2,-1,0)$ for E. The three orbitals give
\begin{equation}
\Gamma=\mathrm A_1\oplus\mathrm E .
\label{eq:main}
\end{equation}
The adapted combinations, before overlap is included, are
\begin{align}
a_1&=\tfrac1{\sqrt3}(\varphi_1+\varphi_2+\varphi_3),\label{eq:a1}\\
e_x&=\tfrac1{\sqrt6}(2\varphi_1-\varphi_2-\varphi_3),\label{eq:ex}\\
e_y&=\tfrac1{\sqrt2}(\varphi_2-\varphi_3).\label{eq:ey}
\end{align}

The example has $a=3$ \AA, $h=1.5$ \AA\ and $d=1.732$ \AA. The levels quoted at the start are $-8.272$, $-1.775$ and $-1.775$ eV.

\subsection{Why the doublet behaves as a vector in the plane}

The coefficients of $e_x$ are $\sqrt{2/3}\cos\theta_i$, and those of $e_y$ are $\sqrt{2/3}\sin\theta_i$. Both are cases of one formula. For a vector $\mathbf n$ in the plane, and with $\mathbf m_i=\mathbf M_i/d$, let
\begin{equation}
e(\mathbf n)=\sqrt{\tfrac23}\,\sum_i(\mathbf n\cdot\mathbf m_i)\,\varphi_i .
\label{eq:en}
\end{equation}
Then $e_x=e(\hat{\mathbf x})$ and $e_y=e(\hat{\mathbf y})$. Since $g$ preserves scalar products, $\mathbf n\cdot\mathbf m_i=(g\mathbf n)\cdot\mathbf m_{g(i)}$, and with \eqref{eq:perm}
\begin{equation}
g\,e(\mathbf n)=\sqrt{\tfrac23}\,\sum_i(g\mathbf n)\cdot\mathbf m_{g(i)}\,\varphi_{g(i)}=e(g\mathbf n).
\label{eq:vector}
\end{equation}
The last step renames the summation index. The pair transforms as the coordinates $x$ and $y$ do. For example, $C\,e_x=-\tfrac12e_x+\tfrac{\sqrt3}2e_y$.

This gives the degeneracy a direct meaning. If $e_x$ is a state of some energy, the rotated state $C\,e_x$ has the same energy, because $H$ does not distinguish the three directions. The rotated state is not a multiple of $e_x$, so a second independent state must share the level. No such argument applies to $a_1$, which every operation returns unchanged. The choice of $x$ and $y$ as partners is a convention: any two perpendicular directions $\mathbf n$ serve equally well.

\subsection{Overlap and energies}

Orbitals on neighbouring atoms are not orthogonal. Symmetry limits the matrix elements that can occur. An operation $g$ preserves integrals over all space and commutes with $H$, so
\begin{equation}
\langle\varphi_{g(i)}|H|\varphi_{g(j)}\rangle=\langle\varphi_i|H|\varphi_j\rangle ,
\label{eq:inv}
\end{equation}
and the same holds without $H$. The rotations carry any atom into any other, which makes all diagonal elements equal. Rotations and reflections together carry any ordered pair of different atoms into any other ordered pair, which makes all off-diagonal elements equal. Three numbers remain:
\begin{equation}
\varepsilon=\langle\varphi_1|H|\varphi_1\rangle,\qquad
t=\langle\varphi_1|H|\varphi_2\rangle,\qquad
s=\langle\varphi_1|\varphi_2\rangle .
\label{eq:three}
\end{equation}
Let $J$ be the $3\times3$ matrix whose elements are all 1. The Hamiltonian and overlap matrices are
\begin{equation}
\mathsf H=(\varepsilon-t)\,\mathsf 1+t\,J,\qquad
\mathsf S=(1-s)\,\mathsf 1+s\,J .
\label{eq:HS}
\end{equation}
The matrix $J$ replaces each coefficient by the sum of all three. It multiplies the coefficients of $a_1$ by 3. It gives zero for $e_x$ and $e_y$, whose coefficients add up to zero. The combinations \eqref{eq:a1}--\eqref{eq:ey} are thus eigenvectors of both matrices. For $\mathsf S$ the eigenvalues are $1+2s$ and, twice, $1-s$. These are the squared norms of the combinations, so the normalized states are
\begin{equation}
\frac{a_1}{\sqrt{1+2s}},\qquad \frac{e_x}{\sqrt{1-s}},\qquad \frac{e_y}{\sqrt{1-s}} .
\label{eq:norms}
\end{equation}
Independent orbitals have positive norms, which requires $-\tfrac12<s<1$. The energies within the three-orbital space solve $\mathsf Hc=E\,\mathsf Sc$. Since each $c$ is an eigenvector of both sides, $E$ is the ratio of the eigenvalues:
\begin{equation}
E_{\mathrm A_1}=\frac{\varepsilon+2t}{1+2s},\qquad
E_{\mathrm E}=\frac{\varepsilon-t}{1-s}\quad\text{(twice)}.
\label{eq:energies}
\end{equation}

The order of the levels follows from the difference. Over the common denominator the numerator is
\begin{align}
&(\varepsilon+2t)(1-s)-(\varepsilon-t)(1+2s)\nonumber\\
&\quad=\varepsilon-\varepsilon s+2t-2ts-\varepsilon-2\varepsilon s+t+2ts
=3t-3\varepsilon s ,
\end{align}
and therefore
\begin{equation}
E_{\mathrm A_1}-E_{\mathrm E}=\frac{3(t-\varepsilon s)}{(1+2s)(1-s)} .
\label{eq:diff}
\end{equation}
The denominator is positive, so the singlet lies below the doublet if $t<\varepsilon s$ and above it if $t>\varepsilon s$. The sign of $t$ alone cannot decide this, because it depends on the zero of energy. Adding a constant $c$ to $H$ changes $\varepsilon$ to $\varepsilon+c$ and $t$ to $t+cs$, while $t-\varepsilon s$ stays the same. If $t=\varepsilon s$, all three levels coincide; this is an accident of the parameters and not a consequence of C$_{3v}$. For atoms far apart, $s$ and $t$ go to zero and all levels tend to $\varepsilon$.

\subsection{The worked example}

The model Hamiltonian has the kinetic energy of a free electron and the potential
\begin{equation}
V(\mathbf r)=-V_0\sum_ie^{-\beta|\mathbf r-\mathbf M_i|^2}+B\,e^{-\beta|\mathbf r+\mathbf v|^2},
\label{eq:V}
\end{equation}
with $V_0=60$ eV, $B=10$ eV and $\beta=0.5$ \AA$^{-2}$. The second term is a repulsive bump at the position of the sulfur atom that remains below the Mo plane. It makes the two sides of the plane inequivalent, as that atom does, but is not meant to reproduce the atom's potential. The radial function in \eqref{eq:orbital} is $e^{-\alpha\rho^2}$ with $\alpha=0.5$ \AA$^{-2}$. These are round values. They produce a case with the right symmetry and not a prediction of level positions in MoS$_2$. The energies are those of $H$ restricted to the three orbitals.

Numerical integration gives $s=0.3006$, $\varepsilon=-5.2429$ eV and $t=-4.0014$ eV. From \eqref{eq:energies},
\begin{align}
E_{\mathrm A_1}&=\frac{-5.2429-8.0028}{1.6012}\ \text{eV}=-8.272\ \text{eV},\\
E_{\mathrm E}&=\frac{-5.2429+4.0014}{0.6994}\ \text{eV}=-1.775\ \text{eV}.
\end{align}
Diagonalization of the integrated matrices, without use of the adapted states, gives the levels quoted at the start; the test required agreement within $10^{-4}$ eV. Here $t-\varepsilon s=-2.425$ eV is negative, and the singlet lies lower, by 6.50 eV. The overlap factors in \eqref{eq:norms} are 0.790 for the singlet and 1.196 for the doublet.

That the pattern does not depend on this potential was tested separately. Random real symmetric $3\times3$ matrices have no reason to possess equal eigenvalues. One such matrix, averaged over the six operations, had one single and one double level.

\subsection{Removing the threefold axis}

Let the well of atom 1 become deeper by a small amount, which adds a potential $W$ centred on that atom. The rotations are lost, but $\sigma_1$ remains. Under $\sigma_1$ the states $a_1$ and $e_x$ are even and $e_y$ is odd, as \eqref{eq:a1}--\eqref{eq:ey} show on exchange of $\varphi_2$ and $\varphi_3$. Matrix elements of $W$ between an even and an odd state equal their own negatives and vanish. So $e_y$ stays an eigenvector within the three-orbital space, while $e_x$ and $a_1$ mix. To first order in $W$ the doublet splits by
\begin{equation}
\frac{\left|\langle e_x|W|e_x\rangle-\langle e_y|W|e_y\rangle\right|}{1-s} ,
\label{eq:split}
\end{equation}
and no remaining operation relates the two terms.

With the well 1\% deeper the levels are $-8.343$, $-1.876$ and $-1.789$ eV. The former doublet is split by 0.086 eV. Its two members have moved down by 0.101 and 0.014 eV. The state $e_x$ has its largest coefficient on atom 1, and $e_y$ has none there, and the lower member is indeed the mirror-even one, derived from $e_x$. The two terms of \eqref{eq:split} give first-order shifts of $-0.101$ eV for $e_x$ and $-0.014$ eV for $e_y$, a splitting of 0.087 eV. If $W$ acted on $\varphi_1$ alone, $e_y$ would not move at all. Since both levels moved, the matrix elements of $W$ that involve $\varphi_2$ and $\varphi_3$ are not negligible here.

\subsection{What the mirrors contribute}

The mirrors enter in two ways. The first is the parity of the orbital. Suppose that $\varphi_1$ is odd, $\sigma_1\varphi_1=-\varphi_1$, and define $\varphi_2=C\varphi_1$ and $\varphi_3=C^2\varphi_1$. Each reflection now returns one orbital with a minus sign, so the characters are $(3,0,-1)$, and \eqref{eq:count} gives
\begin{equation}
n_{\mathrm A_1}=\tfrac16(3-3)=0,\qquad n_{\mathrm A_2}=\tfrac16(3+3)=1,\qquad n_{\mathrm E}=1 .
\end{equation}
There is still a singlet and a doublet, but the singlet is A$_2$. The statement A$_1\oplus$E therefore needs the assumption of mirror-even orbitals. For atom 1 the functions $d_{z^2}$, $d_{x^2-y^2}$ and $d_{xz}$ are even, and $d_{xy}$ and $d_{yz}$ are odd under $y\to-y$. Three even and two odd sets, each rotated to the other atoms, exhaust the $d$ shells:
\begin{equation}
3(\mathrm A_1\oplus\mathrm E)\oplus2(\mathrm A_2\oplus\mathrm E)
=3\mathrm A_1\oplus2\mathrm A_2\oplus5\mathrm E .
\label{eq:dshell}
\end{equation}
Tests with the transformed functions themselves confirmed both results. In a description with all these orbitals, states of the same type mix. The classification survives, but \eqref{eq:energies} then holds no longer, since it rests on a single orbital per atom.

The second way concerns the energies. Take orthogonal orbitals and keep the rotations but not the mirrors. Then $H_{12}=H_{23}=H_{31}=t$, with $H_{21}=t^*$. For real orbitals and a real $H$, as assumed so far, $t$ is real with or without the mirrors. It may be complex if that assumption is lifted too, for instance by a magnetic field along the axis. The coefficients $c_j=\omega^{mj}$, with $\omega=e^{2\pi i/3}$ and $m=0,\pm1$, give
\begin{equation}
E_m=\varepsilon+t\,\omega^m+t^*\omega^{-m}=\varepsilon+2\,\mathrm{Re}(t\,\omega^m).
\label{eq:chiral}
\end{equation}
For real $t$ the levels $m=1$ and $m=-1$ coincide. For complex $t$ their difference is $-2\sqrt3\,\mathrm{Im}\,t$, and the doublet splits. With the mirrors present, \eqref{eq:inv} demands $H_{12}=H_{21}$, so $t$ is real and the degeneracy is protected. Without them, a real Hamiltonian matrix suffices to protect it.

Symmetry thus fixes the number and the type of the levels. It does not fix their order, their distance, or whether they fall inside the band gap of the layer; these require the actual matrix elements and the coupling to the rest of the crystal. A relaxation that makes the three Mo atoms inequivalent removes the protection of the doublet, as the deeper well did. The splitting is linear in such a displacement; in the model, moving one atom radially by 0.01 \AA\ splits the doublet by about 0.01 eV. If the doublet holds one or three electrons, as it may in a charged vacancy, such a distortion lowers the energy (the Jahn-Teller effect), and the assumption of a symmetric relaxation then fails. Spin-orbit coupling also lies outside the result, because the operations must then act on spin as well as on position. The numerical output lists the matrix elements, levels and decompositions used here.

\section*{Table of computed values}
\begin{verbatim}
Operations, perfect layer about S column: 12
Operations, with one S removed: 6
Mo-Mo distance a = 3.00 A, sulfur height h = 1.50 A
Mo distance from axis d = 1.7321 A
Mo to vacancy distance = 2.2913 A
Angle of u_1 from z = 49.107 degrees
d_z2, d_x2-y2, d_xz parts of phi_1: 0.1429 0.4949 -0.8571
Character of directed orbitals, E: 3
Character of directed orbitals, C3: 0
Character of directed orbitals, sigma_v: 1
directed: {'A1': 1, 'A2': 0, 'E': 1}
  level degeneracies, random H: [1, 2]
mirror-odd: {'A1': 0, 'A2': 1, 'E': 1}
  level degeneracies, random H: [1, 2]
full d shells: {'A1': 3, 'A2': 2, 'E': 5}
  level degeneracies, random H: [1, 1, 1, 1, 1, 2, 2, 2, 2, 2]
Coefficients (phi_1, phi_2, phi_3) before overlap factors:
  a1: 0.5774 0.5774 0.5774
  e_x: 0.8165 -0.4082 -0.4082
  e_y: 0.0000 0.7071 -0.7071
Orbital exponent = 0.50 1/A^2
Potential exponent = 0.50 1/A^2
Well depth = 60.0 eV, bump height = 10.0 eV
Overlap s = 0.300603
On-site energy eps = -5.24291 eV
Coupling t = -4.00142 eV
t - eps*s = -2.42539 eV
Overlap factor a1 = 0.79027, e = 1.19574
Formula E_A1 = -8.27236 eV, E_E = -1.77509 eV
Diagonalization levels: -8.27236 -1.77509 -1.77509 eV
E_A1 - E_E = -6.49727 eV
Levels, well 1 deeper by 1%: -8.34333 -1.87580 -1.78933 eV
Splitting of former doublet = 0.08647 eV
\end{verbatim}
